\section*{Degeneracy and the Fermi level of equal charge-state population}

\section{Definitions and conventions}

A point defect in a crystal can hold different numbers of electrons. Its charge is $q$ in units of the elementary charge, so $q=+1$ means that one electron has been given away. The Fermi level $\mu$ is the chemical potential of the electrons, measured from the top of the valence band. Temperature is $T$ and Boltzmann's constant is $k$.

The formation energy of the lowest state with charge $q$ is
\begin{equation}
E_q^{\rm form}(\mu)=E_q+q\mu ,
\label{eq:form}
\end{equation}
where $E_q$ is its value at $\mu=0$. The sign follows from the bookkeeping: a defect of charge $q$ has handed $q$ electrons to a reservoir in which each costs $\mu$. The transition level $\varepsilon(q/q')$ is the Fermi level at which two formation energies agree:
\begin{align}
E_q+q\varepsilon&=E_{q'}+q'\varepsilon,\nonumber\\
\varepsilon(q/q')&=\frac{E_q-E_{q'}}{q'-q}.
\label{eq:eps}
\end{align}
It compares two energies and knows nothing of how many states have those energies.

A \emph{microstate} is one quantum state of the defect at a given lattice site, with its spin, orbital and orientation specified. The number of microstates of charge $q$ sharing the lowest energy is $g_q$. The question is at which Fermi level, $\mu^*$, the charges $q$ and $q'$ are equally common. The answer will be
\begin{equation}
\mu^*=\varepsilon(q/q')+\frac{kT}{q-q'}\ln\frac{g_q}{g_{q'}} .
\label{eq:main}
\end{equation}
The charge difference carries a sign, and its order must match that of the ratio in the logarithm.

Three assumptions hold throughout. The defects are dilute enough not to interact. They exchange electrons with the crystal long enough to reach equilibrium. The charge states compared have the same atomic composition, so the chemical potentials of the atoms cancel between them.

\section{The weight of one microstate}

Consider one defect and a large electron reservoir, with a fixed total number of electrons. Let the reservoir hold $N_0$ electrons when the defect is neutral. When the defect has charge $q$, it holds $N_0+q$. The probability of a defect microstate $i$, with energy $\mathcal E_i$ and charge $q$, is proportional to its Boltzmann factor times the sum over all reservoir states:
\begin{equation}
p_i\propto e^{-\mathcal E_i/kT}\,e^{-F_R(N_0+q)/kT},
\end{equation}
where $F_R$ is the reservoir free energy. With $\mu_{\rm abs}=\partial F_R/\partial N$,
\begin{equation}
F_R(N_0+q)=F_R(N_0)+q\mu_{\rm abs}
+\frac{q^2}{2}\frac{\partial\mu_{\rm abs}}{\partial N}+\dots
\end{equation}
For a reservoir of $M$ levels at fixed filling, $F_R=Mf(N/M)$ to leading order. Its second derivative is $f''/M$, which vanishes as the reservoir grows. The first term is common to all microstates and drops out on normalization.

Now move the energy zero to the valence-band top $E_V$:
\begin{equation}
\mathcal E_i+q\mu_{\rm abs}
=(\mathcal E_i+qE_V)+q(\mu_{\rm abs}-E_V)
\equiv E_i+q\mu .
\end{equation}
A constant common to all charges, such as the energy of the perfect crystal, may be subtracted from $E_i$. The weight is therefore
\begin{equation}
w_i=e^{-(E_i+q\mu)/kT}.
\label{eq:weight}
\end{equation}

The large-reservoir limit can be watched numerically. For a donor exchanging electrons with a finite band, the exact ratio of neutral to ionized probability is $10.775$ with 100 band levels, against $10.658$ from the limiting law. With 400 levels the two are $10.951$ and $10.921$. The deviations relative to the law are $1.1\times10^{-2}$ and $2.7\times10^{-3}$: four times the reservoir gives about a quarter of the error. The band levels are spread evenly over $0.1$ eV, there are a quarter as many electrons as band levels, the donor lies $0.03$ eV below the band bottom, and $T=300$ K. Here $\mu$ is taken from the Fermi-function filling midway between the two electron numbers involved. That choice cancels the quadratic term of the expansion. The deviation that remains, also of order $1/M$, is the difference between this $\mu$ and $\partial F_R/\partial N$ at fixed electron number.

\section{The simple donor}

A simple donor has one orbital. Empty, it has charge $+1$ and one microstate. With one electron it is neutral and has two microstates, spin up and spin down. Suppose for now that repulsion forbids a second electron. Equation (\ref{eq:eps}) gives
\begin{equation}
\varepsilon\equiv\varepsilon(+/0)=\frac{E_+-E_0}{0-1}=E_0-E_+ .
\end{equation}
Adding the weights (\ref{eq:weight}) within each charge state gives
\begin{equation}
W_+=e^{-(E_++\mu)/kT},\qquad W_0=2e^{-E_0/kT},
\end{equation}
and their ratio is
\begin{equation}
\frac{W_+}{W_0}=\frac12 e^{(E_0-E_+-\mu)/kT}
=\frac12e^{(\varepsilon-\mu)/kT}.
\end{equation}
The neutral fraction follows:
\begin{equation}
P_0=\frac{W_0}{W_0+W_+}
=\frac{1}{1+\frac12 e^{(\varepsilon-\mu)/kT}} .
\label{eq:donor}
\end{equation}
The factor one half is $g_+/g_0$. Equal populations require the second term in the denominator to be one, so $e^{(\varepsilon-\mu^*)/kT}=2$ and
\begin{equation}
\mu^*=\varepsilon(+/0)-kT\ln2 .
\end{equation}
At $\mu=\varepsilon$ the three microstates have equal weight. Two of them are neutral, so $P_0=2/3$. To bring the neutral fraction down to one half, the Fermi level must be lowered.

Take $\varepsilon=1.00$ eV and $T=300$ K, where $kT=25.852$ meV. The shift is
\begin{equation}
-25.852\ {\rm meV}\times0.6931=-17.92\ {\rm meV},
\end{equation}
which puts $\mu^*$ at $0.9821$ eV. With $\varepsilon$ held fixed the shift is proportional to temperature: $-5.97$ meV at 100 K and $-35.84$ meV at 600 K.

\subsection*{Limit: letting the second electron in}

Restore the doubly occupied state, with repulsion $U$ between the electrons. Its charge is $-1$ and its energy is $E_-=E_++2\varepsilon+U$. Define $x=e^{(\mu-\varepsilon)/kT}$. Dividing all weights by $W_+$ gives
\begin{equation}
W_+:W_0:W_-=1:2x:x^2e^{-U/kT}.
\label{eq:three}
\end{equation}
The third weight is negligible beside the second when $xe^{-U/kT}\ll2$. This is the condition for (\ref{eq:donor}).

In the opposite limit, $U=0$, the weights add up to $(1+x)^2$. The mean occupation of each spin orbital is half the mean electron number:
\begin{equation}
\frac12\,\frac{2x+2x^2}{(1+x)^2}=\frac{x}{1+x}
=\frac{1}{e^{(\varepsilon-\mu)/kT}+1}.
\end{equation}
This is the ordinary Fermi function, without the factor one half. It refers to one spin orbital, whereas (\ref{eq:donor}) refers to the whole level. For $x\ll1$ the two agree, since both put $2x$ electrons on the donor. They part as $x$ approaches one, where (\ref{eq:donor}) relies on the exclusion of the second electron.

The crossing of $P_+$ and $P_0$ does not rely on excluding the second electron. It lies at $x=1/2$ in (\ref{eq:three}) whatever $U$ is, because the third weight does not enter the ratio of the first two. At $U=0$ and $\mu=\varepsilon$ the probabilities are $1/4$, $1/2$ and $1/4$, while the crossing remains $17.92$ meV below $\varepsilon$. Equal population of two charge states means half occupation of each when no third charge state has appreciable weight.

\section{Two arbitrary charge states}

Let the microstates of charge $q$ have energies $E_q+\Delta_i$, with $\Delta_i\ge0$ measured from the lowest. Summing (\ref{eq:weight}) gives
\begin{align}
W_q&=\sum_i e^{-(E_q+\Delta_i+q\mu)/kT}
=Z_q\,e^{-(E_q+q\mu)/kT},\\
Z_q&=\sum_i e^{-\Delta_i/kT}.
\label{eq:Z}
\end{align}
For a fixed number of defects, the probability of charge $q$ is $W_q/\sum_pW_p$. If defects also form and vanish in equilibrium, and $E_q$ is the full formation energy, with the perfect crystal and the exchanged atoms accounted for, their number in charge $q$ is, in the dilute limit, the number of sites times $W_q$. In both cases
\begin{equation}
\ln\frac{P_q}{P_{q'}}=\ln\frac{Z_q}{Z_{q'}}
-\frac{E_q-E_{q'}}{kT}-\frac{(q-q')\mu}{kT}.
\end{equation}
By (\ref{eq:eps}), $E_q-E_{q'}=-(q-q')\varepsilon$. Hence
\begin{equation}
\ln\frac{P_q}{P_{q'}}=\ln\frac{Z_q}{Z_{q'}}
-\frac{(q-q')(\mu-\varepsilon)}{kT}.
\label{eq:ratio}
\end{equation}
Setting the left side to zero and solving for $\mu$ gives
\begin{equation}
\mu^*=\varepsilon(q/q')+\frac{kT}{q-q'}\ln\frac{Z_q}{Z_{q'}} .
\label{eq:general}
\end{equation}
If the states that matter are split by much less than $kT$ and all others lie much higher, $Z_q$ tends to the number of these states. With that number as $g_q$, (\ref{eq:main}) is recovered.

Exchanging $q$ and $q'$ changes the sign of both the logarithm and the denominator, so the result does not depend on the order. For the donor, $q=1$, $q'=0$ and $\ln(1/2)$ return $-kT\ln2$.

The direction of the shift can be read from (\ref{eq:ratio}). For $q>q'$, the more positive state dominates below $\mu^*$. Raising its degeneracy raises $\mu^*$ and so widens the range of Fermi levels in which it dominates. In thermodynamic terms, $E_q-kT\ln Z_q$ is a free energy, and $\mu^*$ is the transition level computed from free energies. As $T\to0$, $Z_q$ tends to the finite degeneracy of the lowest level, $kT\ln Z_q$ vanishes, and $\mu^*\to\varepsilon$.

Vibrations fit the same scheme. If they multiply $Z_q$ by a factor $Z_q^{\rm vib}$, the logarithm gains $\ln(Z_q^{\rm vib}/Z_{q'}^{\rm vib})$. Here $Z_q^{\rm vib}$ is measured from the vibrational ground state, so the zero-point energy belongs to $E_q$ and hence to $\varepsilon$. The term is absent when the two charge states have equal vibrational partition functions, as assumed below. For real defects this assumption can fail by as much as the degeneracy term itself, most easily when the geometry changes with the charge. If three modes soften from 30 to 24 meV in one charge state, its free energy at 300 K falls by 9.8 meV through thermal occupation and by 9.0 meV through the zero-point energy, together about $kT\ln2$.

\section{An acceptor with a fourfold hole state}

As a model acceptor, take a filled $p$-like shell of six spin orbitals, without repulsion, whose levels are split by spin--orbit coupling. The coupling is proportional to
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right],
\end{equation}
with $l=1$ and $s=1/2$. This equals $\tfrac12(\tfrac{15}{4}-2-\tfrac34)=\tfrac12$ for $j=3/2$ and $\tfrac12(\tfrac34-2-\tfrac34)=-1$ for $j=1/2$. With a positive coupling constant the four $j=3/2$ levels lie on top.

The filled shell has charge $-1$ and one microstate. Removing one electron makes the acceptor neutral, and the least energy is needed to remove it from the top quartet. Hence $g_0=4$ and $g_-=1$. With $q=0$ and $q'=-1$ the charge difference is $+1$, so
\begin{equation}
\mu^*=\varepsilon(0/-)+kT\ln4,
\end{equation}
and (\ref{eq:ratio}) gives, once a strong repulsion between holes is added to make other charge states negligible,
\begin{equation}
P_-=\frac{1}{1+4e^{(\varepsilon-\mu)/kT}} .
\end{equation}
Without that repulsion, states with two or more holes also have weight near $\mu^*$, and there $P_-=(1+\tfrac14)^{-4}=0.41$ instead of one half. The crossing of $P_0$ and $P_-$ is the same in both cases.

The shift is upward because the degenerate state is now the more positive of the two. For $\varepsilon(0/-)=0.05$ eV it is $25.852\times1.3863=35.84$ meV, and $\mu^*=0.0858$ eV. A shift of this kind is not small beside the level itself.

The count of four has a limit of validity. A hole in the lower doublet costs the splitting $\Delta_{\rm so}$, so $Z_0=4+2e^{-\Delta_{\rm so}/kT}$. With $\Delta_{\rm so}=0.30$ eV the second term is of order $10^{-5}$. For $\Delta_{\rm so}\ll kT$ the count would be six. The model also has no excited bound states. A real acceptor bound by only $0.05$ eV in a Coulomb potential has them within about $2kT$ at 300 K. In a hydrogen-like spectrum the $n=2$ shell lies $37.5$ meV up with four times as many states, and alone adds $16e^{-37.5/25.852}=3.75$ to $Z_0$. For such a level the count of four holds only when $kT$ is small beside these excitation energies.

\section{Spin and orbital degeneracy together}

A rotationally invariant $p$ shell shows how interactions select the degeneracy. For $N$ electrons with total spin $S$ and orbital angular momentum $L$, the model energy is
\begin{align}
E={}&e_0N+(U-3J)\frac{N(N-1)}2-2J\,S(S+1)\nonumber\\
&-\frac J2L(L+1)+\frac52JN ,
\end{align}
where $e_0$ is the orbital energy, $U$ the repulsion and $J>0$ the exchange energy. Let the empty shell have charge $+1$, so that $q=1-N$.

One electron has $S=1/2$, $L=1$, and the $J$ terms add to $-\frac32J-J+\frac52J=0$. For two electrons the Pauli principle allows $(S,L)=(1,1)$, $(0,2)$ and $(0,0)$, with $9+5+1=15$ states. Their $J$ terms beyond $U-3J$ are $0$, $2J$ and $5J$. For three electrons the allowed pairs are $(3/2,0)$, $(1/2,2)$ and $(1/2,1)$, with $4+10+6=20$ states and corresponding terms $0$, $3J$ and $5J$. The lowest multiplets have
\begin{equation}
g=(2S+1)(2L+1)=1,\;6,\;9,\;4
\end{equation}
for $N=0,1,2,3$.

Choose $e_0=0.5$, $U=1.6$ and $J=0.4$ eV, so that $U-3J=0.4$ eV. The lowest energies are
\begin{align}
E_{+1}&=0,\qquad E_0=0.5\ {\rm eV},\nonumber\\
E_{-1}&=2(0.5)+0.4=1.4\ {\rm eV},\\
E_{-2}&=3(0.5)+3(0.4)=2.7\ {\rm eV}.\nonumber
\end{align}
Successive differences give levels at $0.5$, $0.9$ and $1.3$ eV. Their shifts at 300 K are
\begin{align}
(+/0):&\quad kT\ln(1/6)=-46.32\ {\rm meV},\nonumber\\
(0/-):&\quad kT\ln(6/9)=-10.48\ {\rm meV},\\
(-/2-):&\quad kT\ln(9/4)=+20.96\ {\rm meV}.\nonumber
\end{align}
Adding an electron lowers the crossing if it increases the number of microstates and raises it if it reduces that number. The same defect does both.

The neutral state dominates between the first two crossings, at $0.4537$ and $0.8895$ eV. That interval is $0.436$ eV wide, against $0.4$ eV between the energy levels. The extra width is $kT\ln[g_0^2/(g_+g_-)]=kT\ln4$.

\subsection*{Limit: lifting the orbital degeneracy}

Let a crystal field raise two of the three orbitals by $\Delta$. The one-electron state then has two microstates at the lowest energy and four at $\Delta$:
\begin{equation}
Z_0=2+4e^{-\Delta/kT}.
\end{equation}
For $\Delta=0$ this is six. For $\Delta=500$ meV it is two to the printed accuracy, and the simple-donor shift of $-17.92$ meV returns. For $\Delta=20$ meV, comparable with $kT$, $Z_0=3.845$ and the shift is $-34.82$ meV. No integer degeneracy describes this last case; the sum (\ref{eq:Z}) does.

\section{Orientational degeneracy}

Suppose that a defect is symmetric in one charge state but moves off centre in another, along any of four equivalent directions. Each direction is a separate microstate at the same site. If spin, orbital and orientation can be chosen independently, the number of combinations is the product
\begin{equation}
g_q=g_q^{\rm spin}\,g_q^{\rm orb}\,g_q^{\rm or}.
\end{equation}
An orientational factor common to both charge states cancels in (\ref{eq:main}). A defect pair whose axis can point in the same number of equivalent directions in both states therefore gets no shift from them.

\subsection*{Limit: tunnelling between the wells}

Let an amplitude $-t$, with $t>0$, connect every pair of the four wells. On the uniform combination each well receives $-t$ from three others, which gives the energy $-3t$. For a combination whose amplitudes add to zero, the other three amplitudes sum to minus the amplitude in the given well, which gives $+t$. There are three such independent combinations, at $4t$ above the lowest state, so
\begin{equation}
Z=1+3e^{-4t/kT}.
\label{eq:tunnel}
\end{equation}
For $t\ll kT$ this is four and the wells count separately. For $t\gg kT$ it is one: a single delocalized ground state remains. This depends on the sign of the amplitude: for $t<0$ the three combinations lie lowest, $Z=3+e^{-4|t|/kT}$, and the limit is three. Orientations count in full when their splitting is small beside $kT$.

\subsection*{A Jahn--Teller triplet is counted once}

Independence can fail. Consider an orbital triplet coupled to two vibrational modes of equal frequency $\omega$, with lowering operators $a$ and $b$. Let orbital $i$ push the lattice in direction $\theta_i=0,\,2\pi/3,\,4\pi/3$, without mixing the orbitals:
\begin{align}
H_i={}&\hbar\omega(a^\dagger a+b^\dagger b)
-\lambda\cos\theta_i(a+a^\dagger)\nonumber\\
&-\lambda\sin\theta_i(b+b^\dagger),
\end{align}
with energies measured from the zero-point energy. Set $\alpha_i=(\lambda/\hbar\omega)\cos\theta_i$ and complete the square:
\begin{equation}
\hbar\omega a^\dagger a-\lambda\cos\theta_i(a+a^\dagger)
=\hbar\omega(a^\dagger-\alpha_i)(a-\alpha_i)
-\frac{\lambda^2\cos^2\theta_i}{\hbar\omega}.
\end{equation}
The $b$ mode gives the same with a sine. Subtracting a number from $a$ leaves its commutator with $a^\dagger$ unchanged, so the spectrum is that of the original oscillators, lowered by $E_{\rm JT}=\lambda^2/\hbar\omega$. The three orbitals together give
\begin{equation}
\sum_i{\rm Tr}\,e^{-H_i/kT}=3\,e^{E_{\rm JT}/kT}\,Z^{\rm vib}.
\end{equation}
The exponential belongs to the lowest energy $E_q$. What remains in this model is a factor three, whatever the coupling strength. At $\lambda=0$ it is called orbital degeneracy; at strong coupling, three orientations. Multiplying the two descriptions would give nine, which is wrong because each orbital comes with its own distortion. With spin one half the count is six. Diagonalization with $\hbar\omega=30$ meV and $E_{\rm JT}=60$ meV gives $3.0000$ without spin. The constant factor three relies on the modes not mixing the orbitals. A triplet coupled to three modes that do mix them has four wells; its lowest level is a triplet with a singlet that approaches it as the coupling grows, and the vibrational frequencies in the wells change. Orbitals and orientations are still not multiplied, but the factor must then be taken from the sum (\ref{eq:Z}).

\section{Transitions by two electrons}

The charge difference in the denominator matters when a charge state is skipped. Let a defect have $E_+=0$, $E_0=1.30$ and $E_-=2.40$ eV. Then $\varepsilon(+/0)=1.30$ eV lies above $\varepsilon(0/-)=1.10$ eV. The second electron is bound more strongly than the first, which is called a negative-$U$ centre. The level that separates the stable states is
\begin{equation}
\varepsilon(+/-)=\frac{E_+-E_-}{-1-1}=\frac{2.40}{2}=1.20\ {\rm eV}.
\end{equation}
Let the positive state be symmetric, with $g_+=1$, and the negative state be spinless and off centre in four directions, with $g_-=4$. The charge difference is $q-q'=2$, so
\begin{equation}
\mu^*=\varepsilon(+/-)+\frac{kT}{2}\ln\frac14
=\varepsilon(+/-)-kT\ln2 .
\end{equation}
This is $-17.92$ meV, as for the simple donor, but no spin is involved: the square root of four orientations has taken the place of two spin states.

At this Fermi level, $1.18208$ eV, the neutral state with its two spin states has the relative weight
\begin{equation}
\frac{P_0}{P_+}=2e^{-(E_0-\mu^*)/kT}
=2e^{-117.92/25.852}=0.021 .
\end{equation}
Normalization gives $P_+=P_-=0.495$ and $P_0=0.010$, so here equal population is close to half occupation.

The $p$ shell shows the contrary case. Its $(+/-)$ crossing lies at $0.70$ eV $-\,\tfrac12kT\ln9=0.6716$ eV, inside the range where the neutral state dominates. There
\begin{equation}
\frac{P_0}{P_+}=6e^{(671.6-500)/25.852}\approx4.6\times10^3 .
\end{equation}
The two charged populations are equal, and both are negligible.

Tunnelling reduces the orientational shift as (\ref{eq:tunnel}) requires when the lowest energy is held at $2.40$ eV. For $t=5$ meV, $Z_-=2.384$ and the shift is $-11.23$ meV. For $t=200$ meV, $Z_-$ is one and the shift vanishes to the printed accuracy.

For the donor, the acceptor, the $p$ shell and the negative-$U$ centre, the numerical check obtains the charge populations from diagonalized Hamiltonians, locates their crossings numerically and compares them with (\ref{eq:general}). For the Jahn--Teller triplet it checks the factor three in the partition function.

\section*{Computed results}
\begin{verbatim}
temperature = 300 K, kT = 25.852 meV
finite band, 100 levels: P0/P+ exact 10.77533, law 10.65808
  relative deviation = 1.10e-02
finite band, 400 levels: P0/P+ exact 10.95076, law 10.92127
  relative deviation = 2.70e-03
donor: eps(+/0) = 1.00 eV, repulsion 1.0 eV
  100 K: mu* = 0.99403 eV, shift = -5.97 meV
  300 K: mu* = 0.98208 eV, shift = -17.92 meV
  600 K: mu* = 0.96416 eV, shift = -35.84 meV
  neutral fraction at mu=eps: 0.6667
  neutral fraction at mu*: 0.5000
  no repulsion, mu=eps: P+ 0.250, P0 0.500, P- 0.250
  no repulsion: +/0 shift = -17.92 meV
acceptor: eps(0/-) = 0.05 eV, g0 = 4, split-off 0.30 eV
  mu* = 0.08584 eV, shift = 35.84 meV
p shell: orbital energy 0.5 eV, U = 1.6 eV, J = 0.4 eV
  charge +1: E = 0.00 eV, g = 1
  charge +0: E = 0.50 eV, g = 6
  charge -1: E = 1.40 eV, g = 9
  charge -2: E = 2.70 eV, g = 4
  (+1/+0): eps 0.50 eV, mu* 0.45368 eV, shift -46.32 meV
  (+0/-1): eps 0.90 eV, mu* 0.88952 eV, shift -10.48 meV
  (-1/-2): eps 1.30 eV, mu* 1.32096 eV, shift +20.96 meV
  (+1/-1): eps 0.70 eV, mu* 0.67160 eV, shift -28.40 meV
crystal field on two orbitals, (+/0) transition:
  0 meV: g_eff 6.000, shift -46.32 meV
  20 meV: g_eff 3.845, shift -34.82 meV
  500 meV: g_eff 2.000, shift -17.92 meV
negative-U: eps(+/0) 1.30, eps(0/-) 1.10, eps(+/-) 1.20 eV
  t = 0.0001 meV: g_eff 4.000, mu* 1.18208 eV, shift -17.92 meV
    at mu*: P+ 0.4948, P0 0.0103, P- 0.4948
  t = 5.0000 meV: g_eff 2.384, mu* 1.18877 eV, shift -11.23 meV
  t = 200.0000 meV: g_eff 1.000, mu* 1.20000 eV, shift -0.00 meV
Jahn-Teller triplet: quantum 30 meV, relaxation 60.00 meV
  orbital-orientation factor 3.0000, with spin 6.0000
\end{verbatim}
